# Spin-wave energy and stiffness from exchange couplings: counting the pairs

## Problem

A ferromagnet has one magnetic atom per primitive cell. Atom $i$ at $\mathbf R_i$ carries a moment of fixed length $M=m\mu_B$ along the unit vector $\mathbf e_i$. The energy is

$$H=-\sum_{i\neq j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,\qquad J_{ij}=J_{ji},$$

where the sum runs over ordered pairs: $(i,j)$ and $(j,i)$ are separate terms. The couplings depend only on the separation, have finite range, and there is neither anisotropy nor an applied field. Take $g=2$.

(a) Find the spin-wave energy $E(\mathbf q)$ in terms of $J(\mathbf q)=\sum_{\mathbf R\neq0}J_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}$.

(b) For a cubic crystal find the stiffness $D$ in $E\simeq Dq^2$.

(c) Evaluate both for a model bcc crystal with $a=3$ Å, $m=3$, and couplings $10$, $4$ and $-0.5$ meV in the first three neighbour shells. For $E$ take $\mathbf q=(\pi/2a)(1,0,0)$.

(d) Give the corresponding formulas when the couplings are defined with each pair counted once, or with spins or moments in place of unit vectors.

Energies are in meV and lengths in Å, the natural units for spin waves.

## A tempting solution

Atom $i$ feels its neighbours through the terms $-\sum_jJ_{ij}\mathbf e_i\cdot\mathbf e_j$. The vector that acts on $\mathbf e_i$ therefore seems to be

$$\mathbf F_i=\sum_jJ_{ij}\mathbf e_j .\qquad\text{(wrong)}$$

The torque on the moment is $\mathbf e_i\times\mathbf F_i$. The electron spin is opposite to the moment, $\mathbf S_i=-(m/2)\hbar\,\mathbf e_i$, so $d\mathbf S_i/dt=\mathbf e_i\times\mathbf F_i$ becomes

$$\hbar\frac{d\mathbf e_i}{dt}=-\frac2m\,\mathbf e_i\times\sum_jJ_{ij}\mathbf e_j .$$

For small deviations from the $z$ axis, write $\mathbf e_i\simeq(x_i,y_i,1)$ and $u_i=x_i+iy_i$. To first order the cross product has the components $J(0)y_i-\sum_jJ_{ij}y_j$ and $-J(0)x_i+\sum_jJ_{ij}x_j$. Adding $i$ times the second to the first gives

$$\hbar\frac{du_i}{dt}=\frac{2i}{m}\Big[J(0)u_i-\sum_jJ_{ij}u_j\Big].$$

A wave $u_i\propto e^{i(\mathbf q\cdot\mathbf R_i+\omega t)}$ then has $\hbar\omega=(2/m)[J(0)-J(\mathbf q)]$. For the model crystal this leads to a stiffness of 72 meV Å$^2$.

## Where it fails

The torque law, the spin length and the linearization are sound. The fault is in $\mathbf F_i$, and reversing a single moment in the ferromagnet exposes it.

Since $H$ contains no term with $i=j$, it is linear in each $\mathbf e_i$ when the others are held fixed. The energy change on reversing $\mathbf e_i$ from $+\hat{\mathbf z}$ to $-\hat{\mathbf z}$ must therefore be $-\mathbf F_i\cdot(-2\hat{\mathbf z})$. With the force above, $\mathbf F_i=J(0)\hat{\mathbf z}$, this is $2J(0)$.

Now count directly in $H$. For each neighbour $j$ there are two terms, $(i,j)$ and $(j,i)$, and each changes from $-J_{ij}$ to $+J_{ij}$. The cost is

$$\sum_j2\times2J_{ij}=4J(0).$$

The model has $J(0)=8(10)+6(4)+12(-0.5)=98$ meV, so the true cost is 392 meV, while the tempting force gives 196 meV. That force belongs to a different Hamiltonian, in which each pair is counted once.

## Right solution

### Equation of motion

The force is minus the derivative of the whole energy. The vector $\mathbf e_i$ occurs both as first and as second member of a pair:

$$\mathbf F_i=-\frac{\partial H}{\partial\mathbf e_i}
=\sum_jJ_{ij}\mathbf e_j+\sum_jJ_{ji}\mathbf e_j
=2\sum_jJ_{ij}\mathbf e_j .$$

The torque follows from the energy change under a small rotation, $\delta\mathbf e_i=\delta\boldsymbol\phi\times\mathbf e_i$:

$$\delta H=-\mathbf F_i\cdot(\delta\boldsymbol\phi\times\mathbf e_i)=-\delta\boldsymbol\phi\cdot(\mathbf e_i\times\mathbf F_i).$$

The torque is minus the coefficient of $\delta\boldsymbol\phi$, which is $\mathbf e_i\times\mathbf F_i$. Setting it equal to $d\mathbf S_i/dt=-(m\hbar/2)\,d\mathbf e_i/dt$ gives

$$\hbar\frac{d\mathbf e_i}{dt}=-\frac4m\,\mathbf e_i\times\sum_jJ_{ij}\mathbf e_j .$$

The 4 is a product of two factors of 2. One comes from the ordered pairs. The other comes from $g=2$, which makes the spin $m/2$ in units of $\hbar$. For general $g$ the spin is $m/g$ and the 4 becomes $2g$.

### A spiral that solves it

The equation can be solved without assuming small deviations. Let every moment make the same angle $\theta$ with $z$, with an azimuth that advances through the crystal:

$$\mathbf e_i=\sin\theta\,\mathbf n_i+\cos\theta\,\hat{\mathbf z},\qquad
\mathbf n_i=(\cos\varphi_i,\sin\varphi_i,0),\qquad \varphi_i=\mathbf q\cdot\mathbf R_i+\varphi(t).$$

Because $J_{\mathbf R}=J_{-\mathbf R}$, the function $J(\mathbf q)$ is real. In complex form the transverse part of the neighbour sum is $\sin\theta\sum_{\mathbf R}J_{\mathbf R}e^{i(\varphi_i+\mathbf q\cdot\mathbf R)}=\sin\theta\,J(\mathbf q)e^{i\varphi_i}$, which points along $\mathbf n_i$. Hence

$$\sum_jJ_{ij}\mathbf e_j=J(\mathbf q)\sin\theta\,\mathbf n_i+J(0)\cos\theta\,\hat{\mathbf z}.$$

In the cross product with $\mathbf e_i$, the products of parallel vectors vanish. With $\hat{\mathbf z}\times\mathbf n_i=-\mathbf n_i\times\hat{\mathbf z}$, the other two terms combine to

$$\mathbf e_i\times\sum_jJ_{ij}\mathbf e_j=-\sin\theta\cos\theta\,[J(0)-J(\mathbf q)]\;\hat{\mathbf z}\times\mathbf n_i .$$

The left side of the equation of motion is $\hbar\sin\theta\,\dot\varphi\;\hat{\mathbf z}\times\mathbf n_i$ if $\theta$ stays constant. Both sides have the same direction on every site, so the spiral is a solution, with

$$\hbar\dot\varphi=\frac4m\cos\theta\,[J(0)-J(\mathbf q)].$$

The spin wave is the limit $\theta\to0$:

$$\boxed{E(\mathbf q)=\frac4m[J(0)-J(\mathbf q)]=\frac{4\mu_B}{M}[J(0)-J(\mathbf q)]}$$

### The same result from energies

Since $\mathbf e_i\cdot\mathbf e_j=\sin^2\theta\cos(\varphi_i-\varphi_j)+\cos^2\theta$, the spiral has energy $-\sin^2\theta J(\mathbf q)-\cos^2\theta J(0)$ per atom. The ferromagnet has $-J(0)$. For $N$ atoms the cost is

$$\Delta H=N\sin^2\theta\,[J(0)-J(\mathbf q)].$$

One magnon changes the total spin component by $\hbar$ and so lowers the moment along $z$ by $2\mu_B$. The spiral lowers that moment by $Nm(1-\cos\theta)\mu_B$ and thus corresponds to $n=Nm(1-\cos\theta)/2$ magnons. The energy per added magnon is

$$\frac{d\Delta H}{dn}=\frac{2N\sin\theta\cos\theta\,[J(0)-J(\mathbf q)]}{(Nm/2)\sin\theta}
=\frac4m\cos\theta\,[J(0)-J(\mathbf q)],$$

which equals $\hbar\dot\varphi$. This route uses no force on a single moment, so it checks the factor 2 in $\mathbf F_i$ independently. The energy itself must still be summed over ordered pairs, as $H$ prescribes; counting each pair once with the same couplings would halve the result again. It also shows how $E(\mathbf q)$ follows from total energies of spirals, however the couplings are defined:

$$E(\mathbf q)=\lim_{\theta\to0}\frac{4}{m}\,\frac{\Delta H/N}{\sin^2\theta}.$$

### Quantum spins

Suppose $S=m/2$ is an integer or half-integer, and replace the classical vectors by spin operators (in units of $\hbar$): $H=-\sum_{i\ne j}K_{ij}\mathbf S_i\cdot\mathbf S_j$ with $K_{ij}=J_{ij}/S^2$. Choose the direction of full spin as the quantization axis. Let $|i\rangle$ be the normalized state in which the spin on atom $i$ is lowered by one unit from the fully aligned state.

For a pair containing $i$, the product $S^z_iS^z_j$ gives $S(S-1)$ instead of $S^2$. The term $\tfrac12S_i^+S_j^-$ moves the deviation to $j$ with amplitude $\tfrac12\sqrt{2S}\sqrt{2S}=S$. Thus

$$(\mathbf S_i\cdot\mathbf S_j-S^2)|i\rangle=-S|i\rangle+S|j\rangle .$$

Pairs without $i$ contribute nothing to the difference from the aligned state. Each pair with $i$ occurs twice, so

$$(H-E_0)|i\rangle=2S\sum_jK_{ij}\big(|i\rangle-|j\rangle\big),$$

where $E_0$ is the energy of the aligned state. A plane wave of the states $|i\rangle$ is an eigenstate with energy $2S[K(0)-K(\mathbf q)]=(2/S)[J(0)-J(\mathbf q)]$. With $S=m/2$ this is the classical formula again. For a single magnon in this model there is no quantum correction.

### Stiffness

Pairing $\mathbf R$ with $-\mathbf R$ and expanding the cosine gives

$$J(0)-J(\mathbf q)=\sum_{\mathbf R}J_{\mathbf R}[1-\cos(\mathbf q\cdot\mathbf R)]
=\frac12\sum_{\mathbf R}J_{\mathbf R}(\mathbf q\cdot\mathbf R)^2-\frac1{24}\sum_{\mathbf R}J_{\mathbf R}(\mathbf q\cdot\mathbf R)^4+\dots$$

In a cubic crystal the sums $\sum J_{\mathbf R}R_\alpha R_\beta$ vanish for $\alpha\neq\beta$ and are equal for $\alpha=\beta$. Each diagonal sum is one third of $\sum J_{\mathbf R}R^2$, so the quadratic term is $(q^2/6)\sum J_{\mathbf R}R^2$. Multiplication by $4/m$ gives

$$\boxed{D=\frac{2}{3m}\sum_{\mathbf R}J_{\mathbf R}R^2=\frac{2\mu_B}{3M}\sum_{\mathbf R}J_{\mathbf R}R^2}$$

## Numbers for the model crystal

The three shells have 8, 6 and 12 atoms, at $R^2=3a^2/4$, $a^2$ and $2a^2$, or 6.75, 9 and 18 Å$^2$. Then

$$\sum_{\mathbf R}J_{\mathbf R}R^2=8(10)(6.75)+6(4)(9)+12(-0.5)(18)=540+216-108=648\ \text{meV Å}^2,$$

$$D=\frac{2}{9}\times648=144\ \text{meV Å}^2=0.0189\ \text{hartree bohr}^2 .$$

The tempting solution gave half of this. The third shell supplies $-6$ of the 98 meV in $J(0)$ but $-108$ of the 648 meV Å$^2$ here. The weight $R^2$ makes the stiffness more sensitive to distant couplings than $J(0)$ is.

At $\mathbf q=(\pi/2a)(1,0,0)$, of length 0.524 Å$^{-1}$, the phase $\mathbf q\cdot\mathbf R$ is $\pm\pi/4$ for all eight atoms of the first shell. It is $\pm\pi/2$ for two atoms of the second shell and eight of the third, and zero for the rest:

$$J(0)-J(\mathbf q)=80\Big(1-\frac{1}{\sqrt2}\Big)+2(4)+8(-0.5)=27.43\ \text{meV}.$$

Hence $E=(4/3)(27.43)=36.6$ meV, or 0.00134 hartree. The quadratic law gives $Dq^2=39.5$ meV, which is 8% above $E$. The next term of the expansion slightly overshoots this difference of 2.9 meV, and higher terms make up the rest. It is

$$-\frac{1}{6m}\sum_{\mathbf R}J_{\mathbf R}(\mathbf q\cdot\mathbf R)^4=-\frac1{18}\Big[80\Big(\frac\pi4\Big)^4+(8-4)\Big(\frac\pi2\Big)^4\Big]\simeq-3.0\ \text{meV}.$$

Amplitude matters too. A spiral with this $\mathbf q$ and a cone angle of 1 rad precesses at $\hbar\dot\varphi=36.6\cos(1)=19.8$ meV.

These energies describe excitations of a stable state only if no spiral lies below the ferromagnet, that is, if $J(0)\ge J(\mathbf q)$ for all $\mathbf q$. The negative third-shell coupling makes this a real question. With $C_\alpha=\cos(q_\alpha a)$, the second shell contributes $8\sum_\alpha(1-C_\alpha)$ to $J(0)-J(\mathbf q)$, and the third contributes $-2\sum_{\alpha<\beta}(1-C_\alpha C_\beta)$. Since

$$1-C_\alpha C_\beta=(1-C_\alpha)+C_\alpha(1-C_\beta)\le(1-C_\alpha)+(1-C_\beta),$$

the third shell contributes at least $-4\sum_\alpha(1-C_\alpha)$. The second shell outweighs it, and the first is never negative, so the condition holds.

## Other conventions

Let a list of couplings $C_{ij}$ be defined by

$$H=-p\sum_{i\neq j}C_{ij}\,\mathbf v_i\cdot\mathbf v_j,$$

where the vectors $\mathbf v_i$ have length $\ell$ and are all parallel, or all antiparallel, to the $\mathbf e_i$. Here $p=1$ for ordered pairs and $p=\tfrac12$ when each pair is counted once. Since $\mathbf v_i\cdot\mathbf v_j=\ell^2\,\mathbf e_i\cdot\mathbf e_j$, comparison with the original $H$ gives $J_{ij}=p\ell^2C_{ij}$. Therefore

$$E=c\,[C(0)-C(\mathbf q)],\qquad D=\frac c6\sum_{\mathbf R}C_{\mathbf R}R^2,\qquad c=\frac{4p\ell^2}{m}.$$

The last column shows the stiffness, in meV Å$^2$, that results if the numbers 10, 4 and $-0.5$ are inserted unchanged in each row.

| Vectors | Pairs | $C/J$ | $c$ | $D$ if misread |
|---|---|---|---|---|
| unit | ordered | $1$ | $4/m$ | 144 |
| unit | once | $2$ | $2/m$ | 72 |
| spins $m/2$ | ordered | $4/m^2$ | $m$ | 324 |
| spins $m/2$ | once | $8/m^2$ | $m/2$ | 162 |
| moments $m$ | ordered | $1/m^2$ | $4m$ | 1296 |
| moments $m$ | once | $2/m^2$ | $2m$ | 648 |

The first row is the correct reading. With properly translated couplings every row gives 144 meV Å$^2$. For instance, the first-shell coupling of 10 meV becomes 20 meV for unit vectors counted once, and 4.44 meV for spins with ordered pairs.

A prefactor $\tfrac12$ before an ordered sum is the same as counting once, and a prefactor 2 before a sum over pairs counted once is the same as the ordered sum. If $H$ is written with a plus sign, all $C_{ij}$ change sign.

A wrong reading need not look wrong. The fourth row is off by the factor $m^2/8=9/8$, so the false stiffness of 162 meV Å$^2$ is only 12.5% too high. A safer test is the energy for reversing one moment, $4p\ell^2C(0)$, compared with the same energy evaluated from the stated Hamiltonian.

## Where the formulas stop

The scalar formula for $D$ needs cubic symmetry, or at least an isotropic second moment. In general, the stiffness along a principal axis $\alpha$ is $D_\alpha=(2/m)\sum J_{\mathbf R}R_\alpha^2$. Stretch the model crystal by 10% along $z$ with the couplings held fixed. Then $D_x=D_y=144$ meV Å$^2$, while $D_z=1.1^2\times144=174$ meV Å$^2$. The scalar formula gives 154 meV Å$^2$, the average over the three axes and the stiffness along none of them.

Finite range matters as well. If the couplings oscillate with an amplitude falling as $R^{-3}$, the terms $J_{\mathbf R}R^2$, weighted by a number of atoms growing as $R^2$, have an amplitude growing as $R$. The partial sums for $D$ then oscillate with an amplitude that grows in proportion to the cutoff radius, so the sum does not converge and a sharp cutoff gives no meaningful value. It has to be regularized, for instance with a damping factor $e^{-\eta R}$ and an extrapolation to $\eta\to0$.

The result $E(0)=0$ expresses the freedom to rotate all moments together. An easy-axis term $-k\sum_i(e_i^z)^2$ with $k>0$ restricts that freedom: common rotations about $\hat{\mathbf z}$ still cost nothing, but a small common tilt away from the axis now costs energy. The term adds $2k\cos\theta\,\hat{\mathbf z}$ to $\mathbf F_i$, and the same steps then add $4k/m$ to $E(\mathbf q)$ at every $\mathbf q$. This is the classical gap. For quantum spins, with $e_i^z\to S_i^z/S$, lowering one spin changes $(S_i^z)^2$ from $S^2$ to $(S-1)^2$, so the gap is $k(2S-1)/S^2=(4k/m)(1-1/m)$. It is two thirds of the classical value for $m=3$ and vanishes for $S=\tfrac12$. Finally, the moments were taken as rigid. Changes in their length, and the decay of spin waves into electron-hole pairs in a metal, lie outside this model.

Numerical values quoted here were computed with a short program.
